Inverse-cosine fluence scoring at a plane: finite mean, infinite variance

**1. The decision**

A Monte Carlo calculation of ion implantation may need the fluence at a chosen depth, for example at an interface. A simple tally adds 1/|cos θ| each time an ion crosses the plane, where θ is the angle between the ion's direction and the plane's normal. The implementer must decide whether to use this score as it stands, with an error bar from the sample variance, or to treat grazing crossings separately. For an isotropic fluence the raw score has the right mean, but its variance is infinite. The sample variance is then a finite number that estimates nothing finite. Two remedies are derived below: a modified score for grazing crossings, and a tally in a thin layer.

**2. Definitions and the crossing law**

Fluence Φ is track length per unit volume, summed over all directions. Its unit is cm⁻², the same as that of dose, but the two differ: dose counts incident ions per area, while fluence counts track, and one ion may contribute many times.

Let μ = cos θ and u = |μ|. Crossings from both sides are counted. "Isotropic" here means that track length is spread evenly over solid angle. It does not mean that the crossing ions are evenly spread over solid angle, and the difference matters.

Take a dose D of ions, each laying a path S inside a zone of depth H, in straight flights of length L. There are DS/L flights per area. Let their starting depths be uniform over H and their directions isotropic. Since dΩ = 2π dμ, μ is uniform on (−1, 1) and u is uniform on (0, 1). A flight with cosine u spans a depth Lu, so it crosses a given plane if it starts within Lu of it on the correct side. The probability of this is Lu/H, when L is less than H and the zone is continued periodically. The number of crossings per area with cosine in du is

(DS/L) (Lu/H) du = (DS/H) u du = Φ u du,

because the track length per volume is Φ = DS/H. The flight length has cancelled. Integrating over u from 0 to 1 gives Φ/2 crossings per area, and dividing by this total gives the probability density of u among crossings:

p(u) = 2u, 0 < u ≤ 1.

Grazing ions are thus rare among crossings: a fraction ε² of them has u < ε. The factor u arises because a grazing flight spans little depth and seldom meets the plane.

**3. The mean**

Let X = 1/u be the score of one crossing. Then

E[X] = ∫₀¹ (1/u) 2u du = 2.

With Φ/2 crossings per area, the expected score per area is (Φ/2) · 2 = Φ, so the tally is unbiased. In a run with N simulated ions representing the dose D, the estimate is

Φ_est = (D/N) Σ 1/u,

where the sum runs over all crossings.

The absence of bias does not need isotropy. Let Φ f(u) du be the fluence carried by directions with |μ| in du, with ∫₀¹ f du = 1. Isotropy is f = 1. Crossings per area are now Φ u f(u) du, and the expected score is

Φ ∫₀¹ (1/u) u f(u) du = Φ.

The factor u from the crossing rate cancels the score. Isotropy fixes the mean score per crossing at 2; in general it is 1/∫₀¹ u f du. The argument assumes that no finite share of the track runs precisely parallel to the plane, since such track never crosses it.

**4. The second moment**

For the isotropic case, keep only crossings with u > ε:

E[X²; u > ε] = ∫_ε¹ (1/u²) 2u du = 2 ∫_ε¹ du/u = 2 ln(1/ε).

This grows without limit as ε → 0. Since E[X] is finite, the variance E[X²] − 4 is infinite. One factor 1/u in X² is cancelled by the crossing rate, and the other remains.

Each factor of ten in u contributes the same amount,

2 ln 10 = 4.605,

although each lower decade holds a hundred times fewer crossings. The contribution from u > ε is finite for every ε > 0, so the divergence comes from the grazing end alone.

The score distribution shows the same thing. For x ≥ 1,

P(X > x) = P(u < 1/x) = 1/x².

A tail 1/xᵏ gives a finite mean for k > 1 and a finite variance for k > 2. Here k = 2, so the mean is finite and the variance only just diverges.

For a general angular fluence, the density of u among crossings is u f(u)/∫₀¹ v f(v) dv, so

E[X²] = ∫₀¹ [f(u)/u] du / ∫₀¹ u f(u) du.

If f is continuous at u = 0 with f(0) > 0, then f exceeds f(0)/2 on some interval (0, δ). The numerator is then at least (f(0)/2) ∫₀^δ du/u, which is infinite. The leading growth of the truncated moment is f(0) ln(1/ε)/∫₀¹ u f du. Isotropy is therefore sufficient for the divergence but not necessary; for continuous f, a nonzero fluence at grazing is enough.

The opposite case confirms the cause. If f = 2u, the fluence vanishes at grazing and

E[X²] = ∫₀¹ 2 du / ∫₀¹ 2u² du = 2/(2/3) = 3.

The mean is 1/(2/3) = 3/2, and the variance is 3 − 9/4 = 3/4. A sample of one million crossings gave a second moment of 3.03.

Adding up the scores of each ion before computing the variance does not remove the divergence. All scores are positive, so the cross terms in the square of a sum are positive too, and

(Σ X)² ≥ Σ X².

The right side has infinite expectation, hence so has the left.

**5. What a finite run shows**

For independent crossings the sample mean converges to 2, because E[X] is finite. The usual error law fails, however. Among n crossings, the probability that at least one score exceeds M√n is

1 − [1 − 1/(M²n)]ⁿ → 1 − exp(−1/M²).

Such a crossing adds more than M/√n to the mean. For every fixed M this happens with a probability that does not vanish as n grows, so the error does not settle to a normal distribution of width proportional to 1/√n.

The size of the effect follows from the smallest cosine. The probability that all n cosines exceed a is (1 − a²)ⁿ ≈ exp(−na²), so the smallest is typically of order n^(−1/2). Using this as the cutoff gives

typical sample second moment ≈ 2 ln(√n) + constant = ln n + constant.

The reported variance therefore drifts upwards as the run is extended. By the same cutoff argument, the error of the mean scales as √(ln n / n) at very large n.

Both features were examined with 2000 batches of independent crossings at each of two sizes. The median second moment rose from 6.33 at n = 100 to 10.94 at n = 10,000. The rise of 4.61 agrees with ln 100 = 4.61. The interquartile range of the batch mean, multiplied by √n, rose from 2.64 to 4.12, a factor of 1.56. With a finite variance it would settle to a constant. In these batches, a hundred times more crossings narrowed the spread by 10/1.56 = 6.4 instead of 10.

The leading law √(ln n / n) would give a factor √2 = 1.41 for this comparison. Part of the difference is sampling noise, since a quartile range taken from 2000 batches is uncertain by about 3 %. The law also drops terms that are small only beside a large ln n. At n = 100, ln n is only 4.6, so close agreement cannot be expected here.

**6. First remedy: a band of fixed scores**

Choose a small ε. For u ≥ ε score 1/u as before. For u < ε score the isotropic mean within that band,

E[X | u < ε] = ∫₀^ε (1/u) 2u du / ∫₀^ε 2u du = 2ε/ε² = 2/ε.

Because a conditional mean replaces the score, the total mean remains 2 for an isotropic fluence. The band has probability ε², so the second moment of the new score Y is

E[Y²] = 2 ln(1/ε) + ε² (2/ε)² = 2 ln(1/ε) + 4,

and the variance is

Var[Y] = 2 ln(1/ε) + 4 − 2² = 2 ln(1/ε).

The factor 2 in 2/ε is essential. Capping the score at 1/ε would give the band a contribution ε² · (1/ε) = ε to the mean instead of the required 2ε, and the fluence would be too low by a fraction ε/2.

The price of the band is a bias when f varies inside it. Relative to Φ, the scored minus the true band fluence is

B = ∫₀^ε (2u/ε − 1) f(u) du.

The weight 2u/ε − 1 integrates to zero, so a constant f gives no bias. Its positive part, from ε/2 to ε, has area ε/4, and its negative part has the same area. If f lies between f_min and f_max in the band, then

|B| ≤ (ε/4)(f_max − f_min).

This bound holds without smoothness. For a smooth departure from isotropy the bias is much smaller. Take

f(u) = 1 + b P₂(u), P₂(u) = (3u² − 1)/2,

where b > 0 means more track along the normal. The constant part, 1 − b/2, gives no bias. The quadratic part is (3b/2)u², for which

B = (3b/2) [(2/ε)(ε⁴/4) − ε³/3] = (3b/2)(ε³/6) = bε³/4.

A term linear in μ, which describes a net current through the plane, cancels when the contributions from +μ and −μ are added. The cancellation requires scoring from both sides, which the definition of fluence demands in any case.

When the angular fluence is smooth in μ through the grazing direction, the choice of ε is forgiving. Reducing it tenfold adds only 2 ln 10 = 4.605 to the variance per crossing, while the bias from a P₂ term falls a thousandfold. A term a·u in f, a kink at grazing, gives a bias aε²/6, which falls only a hundredfold. The band should be narrow enough for f to be nearly constant inside it.

The remedy needs more care at the outer surface of a target. Apart from the incident beam, no ions arrive from the vacuum, so the fluence there is not isotropic, and the assumption of constant f within the band must be checked or the general bound used.

**7. Second remedy: track length in a layer**

The plane may be replaced by a layer of thickness t. Each flight scores its track length inside the layer divided by t. This needs no assumption about directions, but it returns the mean fluence over the layer rather than the value at the plane.

Consider one flight of fixed length L, with starts uniform over H and H > L + t. The flight spans depth h = Lu. Let w be the part of this depth inside the layer; the track inside is w/u, and the score is w/(ut). Put a = min(h, t) and c = max(h, t). As the starting depth varies, w rises linearly from 0 to a over a distance a, stays at a for c − a, and falls back over a distance a. Therefore

∫ w dz = a(c − a) + 2(a²/2) = ac = ht,

∫ w² dz = a²(c − a) + 2(a³/3) = a²c − a³/3.

The first integral gives a mean score ht/(utH) = L/H for every u, as the definition of fluence requires. The second moment is

M = (1/H) ∫₀¹ (a²c − a³/3)/(u²t²) du.

Suppose L ≥ t. For u < t/L the flight spans less than the layer, so a = Lu and c = t, and this range contributes to HM

∫₀^(t/L) [L²/t − L³u/(3t²)] du = L − L/6 = 5L/6.

For u > t/L, a = t and c = Lu, and the contribution is

∫_(t/L)¹ [L/u − t/(3u²)] du = L ln(L/t) − L/3 + t/3.

Adding the two,

M = (L/H) [ln(L/t) + 1/2 + t/(3L)], L ≥ t.

If L < t, the first form applies for all u, and M = [L²/t − L³/(6t²)]/H.

The second moment is finite because a flight cannot lay more than its own length L in the layer. As t → 0 the logarithm returns, with t/L in the role of ε. A thin layer thus approaches the plane tally, including its defect.

**8. Worked example**

The example is an isotropic random walk that tests the tallies. Its lengths are of the nanometre scale met when boron is implanted into amorphous silicon at low energy, but it is not a model of such an implant (section 9). The chosen inputs are D = 1.0 × 10¹⁵ cm⁻², H = 20 nm, S = 30 nm and L = 2 nm, where L is the distance after which the direction is drawn afresh. Each ion makes 30/2 = 15 flights. By definition,

Φ = DS/H = 1.0 × 10¹⁵ × 30/20 = 1.5 × 10¹⁵ cm⁻².

The walk used 600,000 ions and produced 450,596 crossings, or 0.751 per ion; the crossing law predicts S/(2H) = 0.75. The mean score was 1.998, so the raw estimate is

1.0 × 10¹⁵ × 0.751 × 1.998 = 1.50 × 10¹⁵ cm⁻².

The close agreement of the raw estimate does not contradict the infinite variance, because the sample mean still converges. For this fixed number of independent crossings, the law of section 5 puts the relative error of the mean score at roughly √(ln n / n)/2 ≈ 0.27 %. The typical error of the raw fluence is larger, roughly 0.4 %, because the number of crossings fluctuates and crossings by one ion are correlated; it exceeds the banded error given below. The largest score in the run was 526. That single crossing supplied 0.06 % of the sum of scores but 4.7 % of the sum of squares.

The second moment received 4.604 from u between 0.1 and 1, and 4.614 from the next decade, against 4.605 expected. The third decade, from 0.001 to 0.01, gave 3.92. Only about 450,596 × 10⁻⁴ ≈ 45 crossings are expected there, and the smallest cosine found was 0.0019, so the lower part of that decade was not sampled at all.

With ε = 0.05, which is 2.9° from the plane, the predicted banded second moment is

2 ln 20 + 4 = 5.99 + 4 = 9.99,

and the walk gave 10.02. The banded fluence is 1.502 × 10¹⁵ cm⁻² with a relative standard error of 0.32 %, which covers its deviation of about 0.1 % from the definition.

This error must be computed from totals per ion. If crossings were independent and their number Poisson distributed, the variance of the score per ion would be the mean number of crossings times E[Y²], and the relative error would be

√(0.75 × 9.99/600,000)/1.5 = 0.24 %.

The actual error is larger by a factor of 1.36, because an ion that has just crossed is still near the plane and may cross again. With S and H fixed and L halved to 1 nm, the factor is 1.56. The mean number of crossings is unchanged, but the ion's root-mean-square depth displacement, √(LS/3), is smaller. A plausible reading is that the same crossings are shared among fewer ions.

For a layer of t = 0.2 nm,

M = (2/20)(ln 10 + 0.5 + 0.033) = 0.284,

in agreement with the sampled value of 0.284. The layer estimate of fluence is 1.501 × 10¹⁵ cm⁻². M refers to single flights, so it does not by itself rank the two remedies by error per ion.

**9. The model beside a real implant**

The fluence above follows directly from the assumed path per ion; it is not a prediction of boron stopping. Nor do the two lengths S and L belong to one energy. Boron in silicon loses its direction within about 2 nm only at a few hundred eV, when much less than 30 nm of path remains. An ion with 30 nm still to travel has roughly 3 keV and keeps its direction for more than 10 nm. The fluence in a real implant can therefore be far from isotropic, and the band must be checked as in section 10. One assumption clearly broken in a real target is the sudden and complete loss of direction. Real scattering is often forward-peaked, and the directions keep some memory of the beam. Halving the assumed flight length raised the correlation factor by 15 %. This shows how the error bar depends on that length; it does not test forward-peaked scattering. A residual anisotropy b = 0.3 biases the banded fluence by only 9 × 10⁻⁶ of its value and, at fixed fluence and for independent crossings, lowers the standard error by 5 %. It leaves f(0) = 1 − b/2 = 0.85, so the raw variance is still infinite. Exponentially distributed flights with the same mean length raise the layer's second moment by 15 %. For a Gaussian depth profile of standard deviation 20 nm, the layer average at the peak is low by 4 × 10⁻⁶ of the peak value.

**10. Implementation**

For a plane inside the target, with nearly constant f at grazing:

1. At each crossing, from either side, compute u = |cos θ|.
2. If u < ε, add 2/ε to the current ion's total; otherwise add 1/u. Testing first also avoids division by a vanishing u.
3. After the last ion, multiply the mean total per ion by D.
4. Obtain the standard error from the variance of the totals per ion, including ions that never crossed.
5. Repeat with a smaller ε in a new run. A shift of more than about twice the combined standard error √(s₁² + s₂²), where s₁ and s₂ are the standard errors of the two runs, suggests structure in f within the band; the layer tally is then the safer choice, provided that the fluence varies little across t.

The numerical output follows.

Calculated quantities

```
INPUTS (rough, chosen)
dose: 1.00e+15 cm^-2
zone depth: 20 nm
path per ion in zone: 30 nm
flight length: 2 nm
layer thickness: 0.2 nm
band edge eps: 0.05
band edge, angle from plane: 2.87 deg
simulated ions: 600000
FLUENCE
from track length per volume: 1.5000e+15 cm^-2
raw 1/u estimate: 1.5003e+15 cm^-2
banded estimate: 1.5016e+15 cm^-2
layer estimate: 1.5014e+15 cm^-2
banded relative standard error: 0.32 %
CROSSINGS
number of crossings: 450596
crossings per ion: 0.751
largest gap between sampled and u^2 distribution: 0.00245
mean score (law: 2): 1.998
fraction with score above 10 (law: 0.01): 0.00993
second moment from u = 0.1 to 1: 4.604
second moment from u = 0.01 to 0.1: 4.614
second moment from u = 0.001 to 0.01: 3.920
law for each decade, 2 ln 10: 4.605
smallest u: 1.901e-03
largest score: 526.1
its share of the sum of scores: 0.058 %
its share of the sum of squares: 4.67 %
second moment if fluence is 2u (law: 3): 3.034
BATCHES OF INDEPENDENT CROSSINGS (2000 of each size)
median second moment, n = 100: 6.33
median second moment, n = 10000: 10.94
growth: 4.61
law for growth, ln 100: 4.61
sqrt(n) x quartile range of mean, n = 100: 2.64
sqrt(n) x quartile range of mean, n = 10000: 4.12
CURES
banded second moment, sampled: 10.020
banded second moment, law: 9.991
banded standard deviation, sampled: 2.465
banded standard deviation, law: 2.448
layer second moment per flight, sampled: 0.2838
layer second moment per flight, law: 0.2836
NEGLECTED EFFECTS
error factor from repeated crossings: 1.359
same with flight length halved: 1.561
P2 anisotropy coefficient b: 0.3
its relative bias of banded fluence: 9.38e-06
its change of banded standard error: -5.39 %
exponential flights: change of layer second moment: 14.9 %
depth profile width: 20 nm
profile curvature: relative layer bias: -4.17e-06
```
